Resistance of a Smooth Ballistic Graphene p-n Junction

**The problem**

A metal laid on graphene dopes the sheet beneath it. If a gate gives the channel the opposite doping, current from the contact must cross a p-n junction inside the graphene. This sheet treats that junction alone.

The junction is uniform along y and has width W. Across it the electron's potential energy rises as U(x) = Fx, with F = 0.01 eV/nm. The Dirac velocity is v = 1×10⁶ m/s. Far away U levels off at −0.20 eV on the left (n side) and +0.20 eV on the right (p side), with the Fermi energy at zero. Motion is ballistic, and there is no magnetic field and no scattering between valleys.

(a) Find the probability T(k) that an electron with wavevector k along the junction is transmitted.

(b) Integrate T over k to find the conductance per width, and from it the resistance times width, RW.

(c) Judge how far the finite ramp, its rounding, temperature and the leads change the number.

**Hints**

1. Uniformity along y conserves k, which leaves a one-dimensional problem with two components. Measure x in the one length that ħv and F can form.

2. Use as components the amplitudes moving right and left. At k = 0 they decouple. What does this say about T(0)?

3. Remove the rapid phases exp(∓iξ²/2), ξ being the scaled position. One amplitude then obeys a second-order equation whose coefficients are at most linear in ξ, so a Fourier-type integral turns it into a first-order equation.

4. For a rough check of the exponent, find where the wavevector along x is imaginary and integrate its magnitude across that strip.

5. Each allowed k is one channel for each spin and valley. Allowed values are spaced by 2π/W.

**Solution (a): transmission**

*Scaling the Dirac equation.* In one valley the Hamiltonian is v(σx px + σy py) + U(x), where the Pauli matrices act on the two sublattice amplitudes. With the factor exp(iky) removed, the equation at energy zero is

−iħv σx dψ/dx + ħvk σy ψ + Fxψ = 0.

Another energy E would replace Fx by F(x − E/F), which merely moves the origin. In the other valley σx px changes sign. Conjugation with σy restores it, because σyσxσy = −σx, so T is the same there.

Define

ℓ = √(ħv/F),  ξ = x/ℓ,  κ = kℓ.

Since ħv/ℓ = Fℓ, division by this energy gives

−iσx dψ/dξ + κσyψ + ξψ = 0.

A rotation of the spinor basis turns σx into σz and σy into σx. The velocity operator vσx becomes vσz, so the upper component a moves right and the lower component b moves left. The two rows read

−ia′ + ξa + κb = 0,
 ib′ + ξb + κa = 0,

where a prime means d/dξ. Multiply the first by i and the second by −i:

a′ = −i(ξa + κb),
b′ = i(ξb + κa).

The flux |a|² − |b|² is constant, because both |a|² and |b|² have the derivative 2κ Im(a*b). At κ = 0 the equations decouple and T = 1: an electron at normal incidence cannot be turned back, since this potential does not couple the two directions of motion.

*One equation for one amplitude.* Write a = A exp(−iξ²/2) and b = B exp(iξ²/2). The derivatives of the phases cancel the terms ξa and ξb, leaving

A′ = −iκ exp(iξ²) B,
B′ = iκ exp(−iξ²) A.

Differentiate the first. The derivative of the exponential gives 2iξA′, and the derivative of B gives (−iκ)(iκ)A = κ²A. Hence

A″ − 2iξA′ − κ²A = 0.

*Integral solution.* Try A = ∫ g(q) exp(iqξ) dq along a contour at whose ends the integrand vanishes. Then A″ puts −q²g under the integral. For the middle term use ξ exp(iqξ) = −i d[exp(iqξ)]/dq and integrate by parts:

−2iξA′ = 2∫ qg ξ exp(iqξ) dq
 = −2i∫ qg (d/dq)exp(iqξ) dq
 = 2i∫ (qg)′ exp(iqξ) dq,

where (qg)′ is a derivative with respect to q. The equation holds if

2i(qg)′ = (q² + κ²)g.

Dividing by 2i(qg) gives

(qg)′/(qg) = −iq/2 − iκ²/(2q).

With ν = κ²/2, integration gives qg = q^(−iν) exp(−iq²/4). Therefore

A = ∫ q^(−1−iν) exp(−iq²/4 + iqξ) dq,
A′ = i∫ q^(−iν) exp(−iq²/4 + iqξ) dq.

The contour runs from upper left to lower right. Its ends follow q = r exp(−iπ/4), where −iq²/4 = −r²/4 and the integrand dies away. It passes below q = 0. The power of q needs a branch cut, which we draw from 0 up the imaginary axis. The argument of q is then 0 on the positive real axis and −π on the negative one.

*Far left.* Complete the square:

−iq²/4 + iqξ = iξ² − i(q − 2ξ)²/4.

On the line q = 2ξ + r exp(−iπ/4) this equals iξ² − r²/4, so the integrand is concentrated near q = 2ξ. The line meets the imaginary axis at 2iξ. For ξ < 0 that is below the origin, and the contour can be moved onto the line without touching the cut. For large |ξ| the power of q hardly varies over the width of the Gaussian, and ∫exp(−r²/4)dr = 2√π. With arg q = −π,

|q^(−iν)| = |exp[−iν(ln|q| − iπ)]| = exp(−πν).

Thus |A′| → 2√π exp(−πν). The integral for A has a further factor 1/q ≈ 1/(2ξ), so A → 0. No wave arrives from the left. The solution describes an electron arriving from the right.

*Far right.* For ξ > 0 the line crosses the cut above the origin. The contour must then also run down one side of the cut, round the origin and up the other side. On this loop q = is, and exp(iqξ) = exp(−sξ) restricts s to about 1/ξ.

For A′ the loop contributes a term of order 1/ξ, which vanishes. The Gaussian part remains, now with arg q = 0, so |A′| → 2√π. For A the loop contains dq/q, which does not shrink when q is rescaled. It leaves an amplitude of constant modulus, the reflected wave.

*The ratio.* From A′ = −iκ exp(iξ²)B we have |B| = |A′|/|κ|. The left-moving wave arrives with |B(+∞)| = 2√π/|κ| and leaves with |B(−∞)| = 2√π exp(−πν)/|κ|. Hence

T = |B(−∞)|²/|B(+∞)|² = exp(−2πν) = exp(−πκ²),

T(k) = exp(−πħvk²/F).

Equal flux on both sides gives the reflection probability 1 − T. Incidence from the left gives the same T: in a unitary 2×2 scattering matrix, normalised rows and columns force the two off-diagonal elements to have equal modulus.

*Meaning of the exponent.* At position x the classical relation is (Fx)² = (ħv)²(qx² + k²). Thus qx is imaginary for |x| < xk, where xk = ħv|k|/F. The tunnelling estimate is

exp[−2∫√(k² − (Fx/ħv)²) dx], taken from −xk to xk.

The integral is the area of a half-ellipse with semi-axes |k| and xk, namely π|k|xk/2. The estimate is therefore exp(−πħvk²/F), equal to the result above. A larger k widens the forbidden strip and also speeds the decay within it, hence the square.

Direct numerical solution of the Dirac equation, on a ramp reaching 20ℓ to each side, gives T = 0.7537, 0.3227 and 0.0432 at κ = 0.3, 0.6 and 1.0. The formula agrees to these digits.

**Solution (b): conductance and resistance**

In linear response each channel contributes (e²/h)T. Two spins and two valleys supply a factor 4. Periodic boundary conditions across a wide sample give k = 2πm/W with integer m, so the sum over m becomes W∫dk/(2π):

G/W = (4e²/h) ∫ T(k) dk/(2π).

The leads carry waves with |k| < kF, where

kF = 0.20 eV/ħv = 0.20/0.6582 nm⁻¹ = 0.304 nm⁻¹.

T falls to 1/e at

k₁ = √(F/πħv) = 0.0695 nm⁻¹,

far inside this range. Extending the limits to infinity changes the integral by a fraction 6×10⁻¹⁰.

The Gaussian integral I = ∫exp(−αk²)dk follows from its square, taken in polar coordinates:

I² = 2π∫ρ exp(−αρ²)dρ = π/α, with ρ from 0 to ∞.

Here α = πħv/F, so I = √(F/ħv). The π in the exponent has cancelled the π of the Gaussian integral. Thus

G/W = (4e²/h) (1/2π) √(F/ħv),

RW = (πh/2e²) √(ħv/F).

Now insert the numbers:

F/ħv = 0.01/0.6582 nm⁻² = 0.01519 nm⁻²,
√(F/ħv) = 0.1233 nm⁻¹,
0.1233/(2π) nm⁻¹ = 19.6 per µm.

The last number is the effective count of fully open channels per micrometre, for each spin and valley. With 4e²/h = 155.0 µS,

G/W = 155.0 µS × 19.62 µm⁻¹ = 3.04 mS/µm,

**RW = 329 Ω µm, or about 330 Ω µm.**

The junction also selects directions. An electron from the n side meets it at an angle θ from the normal, with sin θ = k/kF. Transmission has dropped to 1/e at sin θ = 0.0695/0.304, or θ = 13°. For this k the forbidden strip is 2 × 4.58 nm, about 9 nm wide.

**Solution (c): what the number leaves out**

*Ends and rounding.* Stopping the ramp at ±0.20 eV makes it 40 nm long. Numerical solution for this shape at zero temperature gives about 330 Ω µm (the decimal in the numerical check moves by about 0.1 with the slice mesh). Replacing it by U = U₀ tanh(Fx/U₀), with U₀ = 0.20 eV and the same central slope, gives about 332 Ω µm. Both lie within about 1% of the ideal value: the electrons that matter tunnel through a strip much narrower than the ramp.

*Temperature.* On an unlimited linear ramp, a change of energy only moves the junction, so thermal spread has no effect. On the tanh profile an electron of energy E crosses where U = E, and the slope there is

dU/dx = F(1 − E²/U₀²).

Since G varies as the square root of the slope, it falls by a fraction of about E²/(2U₀²). The thermal weight −df/dE, with f the Fermi function, has mean square energy π²(k_BT)²/3. At 300 K, where k_BT = 25.85 meV, the average reduction is

π²(25.85)²/(6 × 200²) ≈ 0.027.

The full numerical average gives 343 Ω µm, which is 3.3% above the zero-temperature tanh value. The reduced slope thus accounts for most of the shift. The profile was held fixed, so any change of screening with temperature is left out.

*Leads.* Even without a junction, a ballistic sheet has a finite number of channels. Setting T = 1 for |k| < kF gives

G/W = (4e²/h) kF/π.

This is a Sharvin resistance of 66.7 Ω µm, and it is already contained in the 329 Ω µm. The part added by the junction is 262 Ω µm. In a series sum that counts the Sharvin term separately, this amount is only a first estimate. It would be the right one if the directions of motion were fully randomised right at the junction. In a diffusive sheet the near-normal electrons that carry the current come from, and travel on for, about a mean free path before they scatter. A Boltzmann treatment of a thin junction between long diffusive sheets then gives about 235 Ω µm, some 10% less. Without any scattering between the elements the sum can fail badly: a second parallel junction, for example, receives electrons that the first has already filtered by direction.

*Disorder.* The lead density is four times the area of the Fermi circle divided by (2π)², so n = kF²/π = 2.9×10¹² cm⁻². For an assumed mobility μ = 10,000 cm²/Vs the sheet resistance is 1/(neμ) = 212 Ω per square. Equating neμ with (2e²/h)kFλ gives a mean free path λ of about 200 nm. This is five times the ramp length. Nearer the p-n line the carriers are fewer, and at fixed mobility λ shrinks in proportion to the local Fermi wavevector, to about 46 nm at the edge of the 9 nm strip found above. A ballistic junction is therefore a reasonable first approximation, though inside the strip this estimate has no meaning and potential fluctuations from charged impurities may matter. The leads are another matter: in a classical series sum, each micrometre of such sheet along the current adds 212 Ω µm.

*Band shape.* In nearest-neighbour tight binding, the energy at distance kF from the Dirac point varies with direction by about ±1.1%. The correction to RW was not computed. The forbidden strip itself lies at smaller energies |Fx|, where the cone is a better approximation.

*Beside a real device.* Densities of a few 10¹² cm⁻² and junctions some tens of nanometres long are ordinary for gated graphene with thin dielectrics. The assumed mobility is a rough figure for good exfoliated sheets; supported films are often poorer and encapsulated ones better. The assumption to watch is the prescribed slope. F must be the slope of the screened potential at the p-n line, and dividing the total potential step by a nominal gate spacing need not give it. Carriers are scarce near that line and screen poorly, so the local slope can differ markedly from the average. An error of a factor 2 in F moves RW to 233 or 465 Ω µm, far more than the finite-ramp, rounding or thermal corrections above. A measured contact resistance also contains the metal-graphene interface, roughly a hundred to several hundred Ω µm in good contacts, which this calculation omits.

**Variation 1: another slope**

*The lead potentials stay at ±0.20 eV while the slope is halved or doubled. Find RW, and say when the formula must fail for steep junctions.*

Since RW varies as F^(−1/2), halving F multiplies it by √2 and doubling F divides it by √2:

F = 0.005 eV/nm: RW = 465 Ω µm,
F = 0.020 eV/nm: RW = 233 Ω µm.

These are values for the ideal ramp. At slopes several times 0.01 eV/nm, with the same lead potentials, the ends and their rounding can shift the result by several per cent. A steeper junction conducts better because its forbidden strip is narrower.

This cannot continue without limit, because no junction can transmit more than all the lead channels. The formula would exceed that bound when

√(F/ħv)/(2π) > kF/π, that is, kFℓ < 1/2.

It loses accuracy earlier, once k₁ is no longer small compared with kF. In the worked example kFℓ = 0.304 × 8.11 ≈ 2.5, and k₁/kF = 0.23.

**Variation 2: an abrupt junction**

*The potential jumps from −0.20 to +0.20 eV over a distance much shorter than 1/kF ≈ 3.3 nm, yet smoothly enough on the atomic scale not to mix valleys. Find RW.*

Return to the original basis, where a plane wave in a flat region obeys (σx q + σy k)χ = εχ, with ε = (E − U)/ħv. Its spinor is (1, (q + ik)/ε). On the left ε = kF. With q = ±kF cos θ and k = kF sin θ, the incident spinor is (1, e^(iθ)) and the reflected one is (1, −e^(−iθ)).

On the right ε = −kF. The velocity along x has the sign of q/ε, so the wave moving right has q = −kF cos θ. Its spinor is (1, e^(−iθ)).

The Dirac equation is first order, so continuity of the two components is the whole matching condition. With reflected amplitude r and transmitted amplitude t,

1 + r = t,
e^(iθ) − r e^(−iθ) = t e^(−iθ).

Insert the first into the second and collect r:

2r e^(−iθ) = e^(iθ) − e^(−iθ) = 2i sin θ.

Thus |r|² = sin²θ. The speeds along x are equal on the two sides, so

T = 1 − |r|² = cos²θ = 1 − k²/kF².

Integration from −kF to kF gives 2kF − 2kF/3 = 4kF/3, and

G/W = (4e²/h)(1/2π)(4kF/3) = (2/3)(4e²/h)(kF/π).

This is two thirds of the Sharvin conductance, so

RW = 1.5 × 66.7 Ω µm = 100 Ω µm.

With the same leads, the smooth junction has more than three times this resistance. Normal incidence is fully transmitted in both cases; the difference lies in the oblique electrons, which the smooth junction filters out. The abrupt result depends on kF and not on F, whereas the smooth result depends on F and, while kF is large enough, not on kF.

The numerical output below lists the computed values for the smooth junction and its corrections.

Computed values

```
slope F = 0.010 eV/nm
velocity v = 1.0e+06 m/s
hbar v = 0.6582 eV nm
F/(hbar v) = 0.01519 1/nm^2
sqrt(F/(hbar v)) = 0.12326 1/nm
length unit sqrt(hbar v/F) = 8.113 nm
conductance unit 4e^2/h = 154.96 uS
open modes per width = 19.62 1/um
G/W, formula = 3.0399 mS/um
R W, formula = 329.0 ohm um
R W, Dirac scattering on long ramp = 329.0 ohm um
kappa 0.3: T scattering 0.75370, formula 0.75371 (no unit)
kappa 0.6: T scattering 0.32271, formula 0.32272 (no unit)
kappa 1.0: T scattering 0.04322, formula 0.04321 (no unit)
kappa 0.6: T from contour integral = 0.322 (no unit)
R W at half slope = 465.2 ohm um
R W at double slope = 232.6 ohm um
R W at 4 x slope, scattering = 164.5 ohm um
k where T = 1/e: 0.0695 1/nm
forbidden half-width at that k = 4.58 nm
lead potential magnitude = 0.20 eV
lead Fermi wavevector = 0.3039 1/nm
incidence angle where T = 1/e: 13.2 degrees
relative error of infinite limits = 6.4e-10 (no unit)
linear ramp total length = 40 nm
R W, finite linear ramp, 0 K = 330.2 ohm um
R W, tanh profile, 0 K = 332.3 ohm um
temperature = 300 K, kT = 25.85 meV
R W, tanh profile, 300 K = 343.2 ohm um
trigonal warping of energy at kF = +-1.08 percent
Sharvin resistance of leads = 66.7 ohm um
R W minus Sharvin part = 262.2 ohm um
lead carrier density = 2.94e+12 1/cm^2
assumed mobility = 10000 cm^2/Vs
sheet resistance = 212.4 ohm per square
mean free path = 200 nm
```
